\section*{Hydrogen Passivation with Simultaneous Dissociation: Relaxation Rate and Residual Active Fraction}

\section{Equal rates}

A silicon dangling bond at a Si/SiO$_2$ interface is electrically active when bare and passivated when it holds a hydrogen atom. Suppose that an active site is passivated with probability $k\,dt$ in a short time $dt$, and that a passivated site loses its hydrogen with the same probability $k\,dt$. Let $f$ be the fraction of sites that are active. Passivation lowers $f$ at the rate $kf$, dissociation raises it at the rate $k(1-f)$, and so
\begin{equation}
\frac{df}{dt}=-kf+k(1-f)=k-2kf=-2k\left(f-\tfrac12\right).
\end{equation}
The two states are treated alike, so the fraction settles at one half. The distance from one half decays at the rate $2k$, although each process has the rate $k$. The reason is visible in the form $-kf+k(1-f)$, where loss and gain stand apart: when $f$ is above one half, the excess active sites increase the loss, and the missing passivated sites reduce the gain. Both effects push $f$ back.

With unequal rates, $k_p$ for passivation and $k_d$ for dissociation, the result is
\begin{equation}
f(t)=f_\infty+(f_0-f_\infty)e^{-\lambda t},\qquad
\lambda=k_p+k_d,\qquad f_\infty=\frac{k_d}{k_p+k_d},
\label{eq:result}
\end{equation}
where $f_0=f(0)$. The residual active fraction $f_\infty$ is a long-time limit; an anneal of finite length ends at $f(t)$.

\section{First derivation: balance of densities}

Let $N_0$ be the total density of sites per unit area and $N$ the density of active ones. No sites are created or destroyed, so the passivated density is $N_0-N$. All sites have the same two rates. The temperature is constant, and so is the hydrogen concentration at the interface. The concentration can then be absorbed in $k_p$, which is a pseudo-first-order rate: it has the unit s$^{-1}$ but depends on the hydrogen supply.

Passivation removes $k_pN$ active sites per unit area and time, and dissociation creates $k_d(N_0-N)$. Hence
\begin{equation}
\frac{dN}{dt}=-k_pN+k_d(N_0-N).
\end{equation}
Division by the constant $N_0$, with $f=N/N_0$, gives
\begin{equation}
\frac{df}{dt}=-k_pf+k_d(1-f)=k_d-(k_p+k_d)f.
\label{eq:balance}
\end{equation}
The rates add in the coefficient of $f$ because $-k_pf$ and $-k_df$ have the same sign. The second of these comes from the shrinking stock of passivated sites.

At the plateau $df/dt=0$, so gain and loss are equal:
\begin{equation}
k_pf_\infty=k_d(1-f_\infty)
\quad\Longrightarrow\quad
(k_p+k_d)f_\infty=k_d
\quad\Longrightarrow\quad
f_\infty=\frac{k_d}{k_p+k_d}.
\label{eq:plateau}
\end{equation}
The division requires $k_p+k_d>0$; if both rates vanish, nothing changes and $f=f_0$.

Now let $u=f-f_\infty$. Since $f_\infty$ is constant and $k_d=\lambda f_\infty$, Eq.~\eqref{eq:balance} becomes
\begin{equation}
\frac{du}{dt}=\lambda f_\infty-\lambda f=-\lambda u.
\end{equation}
Multiplication by $e^{\lambda t}$ turns this into a total derivative:
\begin{equation}
\frac{d}{dt}\left(ue^{\lambda t}\right)
=e^{\lambda t}\left(\frac{du}{dt}+\lambda u\right)=0 .
\end{equation}
Therefore $ue^{\lambda t}$ keeps its initial value $f_0-f_\infty$, and $f=f_\infty+u$ is Eq.~\eqref{eq:result}.

\subsection{Limits and initial slopes}

For $k_d=0$ the plateau is zero and $f=f_0e^{-k_pt}$, which is passivation alone. For $k_p=0$ the plateau is one and $f=1-(1-f_0)e^{-k_dt}$, which is dissociation alone. For $k_d\ll k_p$,
\begin{equation}
f_\infty=\frac{k_d/k_p}{1+k_d/k_p}\approx\frac{k_d}{k_p},
\end{equation}
where the approximation exceeds $f_\infty$ by the fraction $k_d/k_p$ of $f_\infty$.

The initial slope follows from Eq.~\eqref{eq:balance}. It is $-k_p$ for $f_0=1$ and $+k_d$ for $f_0=0$. Neither has the magnitude $\lambda$ when both rates are nonzero, because the curve does not have the whole interval from one to zero to cover. Starting from $f_0=1$ it covers $1-f_\infty=k_p/\lambda$, and the slope is $-\lambda(k_p/\lambda)=-k_p$. Expanding the exponential one order further gives
\begin{equation}
f(t)=1-\frac{k_p}{\lambda}\left(1-e^{-\lambda t}\right)
=1-k_pt+\tfrac12k_p(k_p+k_d)t^2+\dots
\end{equation}
Dissociation thus enters first in the term of order $t^2$: sites must be passivated before they can dissociate.

\section{Second derivation: the history of one site}

The second route follows a single site and uses no differential equation. The site has no memory: its chance of switching in the next $dt$ depends on its present state and not on how long it has been there. An active site switches with probability $k_p\,dt$ and a passivated one with probability $k_d\,dt$.

Replace this process by another with the same statistics. Let the site be ``refreshed'' at random moments, with probability $\lambda\,dt$ in each $dt$, whatever its state. At each refresh its old state is discarded, and a new one is drawn: active with probability $p=k_d/\lambda$, passivated with probability $1-p=k_p/\lambda$. The new state may equal the old one, in which case nothing visible happens. The probabilities of a visible change in $dt$ are
\begin{align}
\text{active}\to\text{passivated}:&\quad \lambda\,dt\,(1-p)=k_p\,dt,\\
\text{passivated}\to\text{active}:&\quad \lambda\,dt\,p=k_d\,dt.
\end{align}
These are the original switching probabilities. For a process without memory, they and the initial state fix the statistics completely, so the replacement is legitimate. The refreshes are a device for counting, not physical events.

The probability that no refresh occurs up to time $t$ follows by cutting the interval into $n$ equal parts and multiplying the probabilities of escaping each:
\begin{equation}
\lim_{n\to\infty}\left(1-\frac{\lambda t}{n}\right)^n=e^{-\lambda t}.
\end{equation}
There are two cases. With probability $e^{-\lambda t}$ the site was never refreshed; it is still in its initial state, and is active with probability $f_0$. With probability $1-e^{-\lambda t}$ it was refreshed at least once; its state is the one drawn at the last refresh, and is active with probability $p$, no matter when that refresh took place. Adding the two,
\begin{equation}
f(t)=f_0e^{-\lambda t}+p\left(1-e^{-\lambda t}\right)
=p+(f_0-p)e^{-\lambda t},
\label{eq:refresh}
\end{equation}
which is Eq.~\eqref{eq:result} with $p=f_\infty$. In this picture $\lambda$ is the rate at which the initial state is forgotten, and $f_\infty$ is the active fraction among sites that have forgotten it.

The same view shows that the plateau is not a frozen state. Each direction carries
\begin{equation}
k_pf_\infty=k_d(1-f_\infty)=\frac{k_pk_d}{k_p+k_d}
\label{eq:turnover}
\end{equation}
events per site and unit time. An active period survives a time $t$ with probability $e^{-k_pt}$ and so lasts $\int_0^\infty e^{-k_pt}dt=1/k_p$ on average; a passivated period lasts $1/k_d$. The active share of a mean cycle is $(1/k_p)/(1/k_p+1/k_d)=k_d/(k_p+k_d)$, again $f_\infty$.

\section{An anneal in numbers}

Take the round model values $N_0=10^{12}$~cm$^{-2}$, $k_p=4\times10^{-3}$~s$^{-1}$ and $k_d=1\times10^{-3}$~s$^{-1}$, with all sites active at the start. They are chosen for easy arithmetic and do not describe a typical passivation anneal. For real Si/SiO$_2$ dangling bonds dissociation has a much higher activation energy than passivation in H$_2$; a $k_d$ of this size is reached only near 600~$^\circ$C, and in a hydrogen anneal near 400 to 450~$^\circ$C the ratio $k_d/k_p$ is many orders of magnitude below the value $1/4$ used here. Then
\begin{align}
\lambda&=(4+1)\times10^{-3}\ \text{s}^{-1}=5\times10^{-3}\ \text{s}^{-1},
\qquad 1/\lambda=200\ \text{s},\\
f_\infty&=\frac{1}{4+1}=0.20,
\qquad N_\infty=f_\infty N_0=2\times10^{11}\ \text{cm}^{-2}.
\end{align}
After 200~s the active fraction is $0.2+0.8\,e^{-1}=0.494$. Passivation alone would have brought it to $e^{-0.8}=0.449$. Including dissociation makes the relaxation rate larger and yet leaves more sites active: the curve approaches its plateau faster, but the plateau is higher.

To come within a distance $\delta$ of the plateau, with $\delta<|f_0-f_\infty|$, one sets $|f_0-f_\infty|e^{-\lambda t}=\delta$ and solves for the time:
\begin{equation}
t=\frac1\lambda\ln\frac{|f_0-f_\infty|}{\delta}
=200\ \text{s}\times\ln\frac{0.80}{0.01}\approx 876\ \text{s}.
\end{equation}
At the plateau, Eq.~\eqref{eq:turnover} gives $8\times10^{-4}$ events per site and second in each direction, or $8\times10^{8}$~cm$^{-2}$\,s$^{-1}$, while the active density stands still.

If $k_p$ is proportional to the hydrogen supply, doubling the supply raises $\lambda$ to $9\times10^{-3}$~s$^{-1}$ and lowers $f_\infty$ to $0.111$. Both change by the factor 1.8, since $\lambda f_\infty=k_d$ is taken here to be independent of the supply. That is an assumption: atomic hydrogen can also strip the hydrogen from a passivated site, and if both rates were proportional to the supply, doubling it would double $\lambda$ and leave $f_\infty$ at $0.200$.

A random simulation of 200\,000 independent sites, which uses nothing but the two switching probabilities, tests these formulas from both extreme starts; its values are in the numerical output. For $n$ independent sites, each active with probability $f$, the standard deviation of the observed fraction is $\sqrt{f(1-f)/n}$. Of the eight simulated fractions, the one farthest from the formula on this scale is $0.2010$ against $0.1987$, at 1000~s from the passivated start. The standard deviation there is about $0.0009$, so the difference is about 2.6 standard deviations. This is a rather large scatter for a single comparison, but within the limit of five set for the test.

\section{Both rates from three readings}

Measuring $\lambda$ and $f_\infty$ determines both rates, since Eq.~\eqref{eq:result} gives $k_d=\lambda f_\infty$ and $k_p=\lambda-k_d=\lambda(1-f_\infty)$. The plateau need not be reached. Let three readings be separated by equal times $\Delta$, and write $q=e^{-\lambda\Delta}$ and $a=f_1-f_\infty\neq0$. Then $f_2=f_\infty+aq$ and $f_3=f_\infty+aq^2$, so that
\begin{equation}
\frac{f_3-f_2}{f_2-f_1}=\frac{aq(q-1)}{a(q-1)}=q,
\qquad \lambda=-\frac{\ln q}{\Delta}.
\label{eq:three}
\end{equation}
For the plateau, the terms in $f_\infty^2$ and $a^2q^2$ cancel in
\begin{align}
f_1f_3-f_2^2&=(f_\infty+a)(f_\infty+aq^2)-(f_\infty+aq)^2
=f_\infty a(1-q)^2,\\
f_1+f_3-2f_2&=a(1+q^2-2q)=a(1-q)^2,
\end{align}
and the quotient of the two lines is $f_\infty$.

Numerical integration of Eq.~\eqref{eq:balance} gives $1.000000$, $0.577893$ and $0.378504$ at 0, 150 and 300~s. The differences are $-0.422107$ and $-0.199389$, so $q=0.4724$ and $\lambda=0.750/(150\ \text{s})=5.00\times10^{-3}$~s$^{-1}$. The plateau is $0.04454/0.22272=0.200$. The rates follow as $k_d=1.00\times10^{-3}$~s$^{-1}$ and $k_p=4.00\times10^{-3}$~s$^{-1}$. Readings taken close to the plateau serve badly, because the differences in Eq.~\eqref{eq:three} shrink with $a$ while the errors of measurement need not. Even the readings at 0, 150 and 300~s are sensitive: a random error of $0.01$ in each spreads $\lambda$ by about 12\%, $k_p$ by about 7\% and $k_d$ by nearly 40\%. The readings must also be true fractions of $N_0$. A wrong $N_0$ cancels in $q$ and leaves $\lambda$ intact, but it rescales $f_\infty$ and so shifts both rates.

\section{What each derivation assumes}

\subsection{Averages and single sites}

The balance of densities requires that the total loss be $k_pN$ and the total gain $k_d(N_0-N)$. It says nothing about individual sites. The refresh argument requires more, namely that each site switch without memory, and it yields more: the probability for a single site. If the sites are also independent and all start in the same state, it gives the scatter $\sqrt{f(1-f)/n}$ used above, which the balance equation cannot supply. A start with a fixed mixture of active and passivated sites gives a smaller scatter, until the initial states are forgotten.

Neither derivation assumes thermodynamic equilibrium, or that dissociation is the microscopic reverse of passivation. If hydrogen arrives as H$_2$ and leaves as atomic H, the two steps are different reactions, and $k_p/k_d$ is not the equilibrium constant of either.

\subsection{Rates that change in time}

If the temperature or the supply varies in a prescribed way, $k_p$ and $k_d$ depend on time. With $\Lambda(t)=\int_0^t\lambda(s)\,ds$, Eq.~\eqref{eq:balance} gives $d(fe^{\Lambda})/dt=k_de^{\Lambda}$, and integration yields
\begin{equation}
f(t)=f_0e^{-\Lambda(t)}+\int_0^tk_d(s)\,e^{-[\Lambda(t)-\Lambda(s)]}\,ds .
\end{equation}
The refresh argument reads this term by term. The last refresh falls in $ds$ with probability $\lambda(s)\,ds\,e^{-[\Lambda(t)-\Lambda(s)]}$, and it leaves the site active with probability $k_d(s)/\lambda(s)$. What is lost is the step ``no matter when that refresh took place'', and with it, in general, the single exponential and the fixed plateau.

\subsection{Sites that differ}

Both derivations give all sites the same rates. If there are classes $i$ with weights $w_i$, each class obeys Eq.~\eqref{eq:result}, and the plateau is the average $\sum_iw_ik_{d,i}/(k_{p,i}+k_{d,i})$. Take two equally large classes with $k_d=0.2\times10^{-3}$ and $1.8\times10^{-3}$~s$^{-1}$ and the common $k_p=4\times10^{-3}$~s$^{-1}$. The mean $k_d$ is unchanged, but the plateau is
\begin{equation}
\frac12\left(\frac{0.2}{4.2}+\frac{1.8}{5.8}\right)=0.179
\end{equation}
instead of $0.200$. It is lower because $k_d/(k_p+k_d)$ has the second derivative $-2k_p/(k_p+k_d)^3<0$ with respect to $k_d$, and the average of a concave function lies below its value at the average. A spread in $k_p$ acts the other way, since the second derivative with respect to $k_p$ is $2k_d/(k_p+k_d)^3>0$: two equal classes with $k_p=1\times10^{-3}$ and $7\times10^{-3}$~s$^{-1}$ and the common $k_d=1\times10^{-3}$~s$^{-1}$ have the plateau $\frac12\left(\frac12+\frac18\right)=0.3125$.

The apparent rate from Eq.~\eqref{eq:three} also drifts, from $4.91\times10^{-3}$~s$^{-1}$ over the first 300~s to $4.455\times10^{-3}$~s$^{-1}$ between 900 and 1200~s. For readings starting at $t_1$, the apparent $q$ is an average of the two values $e^{-\lambda_i\Delta}$ with positive weights proportional to $w_i(k_p/\lambda_i)e^{-\lambda_it_1}(1-e^{-\lambda_i\Delta})$. As $t_1$ grows, the factor $e^{-\lambda_it_1}$ favours the slower class, whose rate is $4.2\times10^{-3}$~s$^{-1}$. Such a drift at constant temperature and supply shows that one pair of rates does not suffice. The converse fails: classes with different rates but the same sum $k_{p,i}+k_{d,i}$ relax as a single exponential and show no drift.

\subsection{Hydrogen that runs short}

Both derivations also take the supply as unaffected by the sites. Let a closed reservoir instead hold $R$ units of hydrogen per site when all sites are active; each passivation takes one unit and each dissociation returns one. The amount left is $R-(1-f)$, and the passivation rate becomes $k_p(R-1+f)/R$. The steady state obeys
\begin{equation}
k_pf\,\frac{R-1+f}{R}=k_d(1-f).
\end{equation}
For $R=1$ and the rates of the example this is $4f^2+f-1=0$, with the positive root $f=(-1+\sqrt{17})/8=0.390$, nearly twice the value for constant supply. For $R=100$ the plateau is $0.201$, and for $R\to\infty$ the equation returns to Eq.~\eqref{eq:plateau}. With finite $R$ the balance of densities can still be written down, for many sites sharing a well-mixed reservoir so that fluctuations of $f$ are negligible, but it is no longer linear in $f$. The refresh argument in its simple form is lost, because the switching probability of one site now depends on the state of all the others.

\section*{Table of computed values}
\begin{verbatim}
site density N0: 1.00e+12 cm^-2
passivation rate kp: 4.000e-03 s^-1
dissociation rate kd: 1.000e-03 s^-1
relaxation rate kp+kd: 5.000e-03 s^-1
time constant 1/(kp+kd): 200.0 s
residual active fraction: 0.2000
residual active density: 2.000e+11 cm^-2
simulated sites per start: 200000
all active, t=100 s: formula 0.6852, simulated 0.6838
all active, t=200 s: formula 0.4943, simulated 0.4933
all active, t=400 s: formula 0.3083, simulated 0.3077
all active, t=1000 s: formula 0.2054, simulated 0.2055
all active, simulated late turnover per site: 7.982e-04 s^-1
all passivated, t=100 s: formula 0.0787, simulated 0.0787
all passivated, t=200 s: formula 0.1264, simulated 0.1275
all passivated, t=400 s: formula 0.1729, simulated 0.1734
all passivated, t=1000 s: formula 0.1987, simulated 0.2010
all passivated, simulated late turnover per site: 7.936e-04 s^-1
formula turnover per site, each direction: 8.000e-04 s^-1
turnover per area, each direction: 8.00e+08 cm^-2 s^-1
passivation alone, fraction at 200 s: 0.4493
initial slope, all active: -4.000e-03 s^-1
initial slope, all passivated: 1.000e-03 s^-1
spacing of readings: 150 s
three readings: 1.000000, 0.577893, 0.378504
recovered relaxation rate: 5.0000e-03 s^-1
recovered plateau: 0.2000
recovered kp: 4.0000e-03 s^-1
recovered kd: 1.0000e-03 s^-1
time to within 0.01 of plateau: 876.4 s
doubled supply, relaxation rate: 9.000e-03 s^-1
doubled supply, residual fraction: 0.1111
two classes, kd values: 2.0e-04, 1.8e-03 s^-1
two classes, plateau: 0.1790
two classes, apparent rate 0-300 s: 4.910e-03 s^-1
two classes, apparent rate 900-1200 s: 4.455e-03 s^-1
reservoir of 1 units per site, plateau: 0.3904
reservoir of 100 units per site, plateau: 0.2013
\end{verbatim}
